# Leakage spread of a transistor made of twenty rough-edged slices: a numerical check

```python
"""Relative spread of the leakage of a transistor made of parallel slices.

Result under test: for n independent slices with leakage exp(-w/a), where the
gate length w is Gaussian with mean m and standard deviation s,
    sd(total) / mean(total) = sqrt((exp(s^2/a^2) - 1) / n),
which is sqrt((e - 1)/20), about 0.293, for s = a and n = 20.
Lengths are in nm; leakage is relative to a common prefactor.
"""
import numpy as np

n_slices = 20
decay_nm = 2.0            # a
sd_nm = 2.0               # s
mean_nm = 22.0            # m
slice_width_nm = 20.0
corr_length_nm = 20.0     # along the gate edge
threshold_mV = 300.0
swing_mV = 100.0          # per decade of leakage
rolloff_nm = 8.0          # scale length of the threshold roll-off
scatter_mV_um = 1.5       # other threshold scatter times sqrt(area)
T_ref, T_hot = 300.0, 358.0


def spread_formula(ratio, n):
    """Relative sd of the total for s/a = ratio and n independent slices."""
    return np.sqrt(np.expm1(ratio**2) / n)


# Gaussian moments by direct integration over the gate length
g = np.linspace(-12, 12, 4801)
density = np.exp(-g**2 / 2) / np.sqrt(2 * np.pi)
dg = g[1] - g[0]
for s in (0.5 * sd_nm, sd_nm):
    w = mean_nm + s * g
    for k in (1, 2):
        direct = np.sum(density * np.exp(-k * w / decay_nm)) * dg
        closed = np.exp(-k * mean_nm / decay_nm
                        + k**2 * s**2 / (2 * decay_nm**2))
        assert abs(direct / closed - 1) < 1e-9

w = mean_nm + sd_nm * g
leak = np.exp(-w / decay_nm)
mean_one = np.sum(density * leak) * dg
square_one = np.sum(density * leak**2) * dg
spread_one = np.sqrt(square_one / mean_one**2 - 1)
mean_rise = mean_one / np.exp(-mean_nm / decay_nm)
weighted_nm = np.sum(density * leak**2 * w) * dg / square_one
assert abs(weighted_nm - (mean_nm - 2 * sd_nm**2 / decay_nm)) < 1e-7

# Sum rule: three slices, total formed explicitly on a product grid
x, p = np.polynomial.hermite_e.hermegauss(50)
p = p / p.sum()
one = np.exp(-x)
total3 = one[:, None, None] + one[None, :, None] + one[None, None, :]
p3 = p[:, None, None] * p[None, :, None] * p[None, None, :]
mean3 = np.sum(p3 * total3)
spread3 = np.sqrt(np.sum(p3 * (total3 - mean3)**2)) / mean3
assert abs(spread3 / spread_formula(1.0, 3) - 1) < 1e-8

# Twenty slices, simulated from the definition
rng = np.random.default_rng(12345)
n_devices = 400_000


def simulate(corr=None):
    """Total leakage of many devices; corr is the gate-length correlation."""
    z = rng.standard_normal((n_devices, n_slices))
    if corr is not None:
        z = z @ np.linalg.cholesky(corr).T
    return np.exp(-(mean_nm + sd_nm * z) / decay_nm).sum(axis=1)


spread_total = spread_formula(sd_nm / decay_nm, n_slices)
totals = simulate()
spread_sim = totals.std() / totals.mean()
# sampling error of the simulated spread is a few parts in a thousand
assert abs(spread_sim / spread_total - 1) < 0.015
assert abs(totals.mean() / (n_slices * mean_one) - 1) < 0.004
assert abs(spread_total - 0.29) < 0.005
relative = totals / (n_slices * mean_one)
p05, p50, p95 = np.percentile(relative, [5, 50, 95])
below_mean = np.mean(relative < 1)
assert p50 < 1 and p95 - p50 > p50 - p05      # skewed to high leakage

linearised = sd_nm / decay_nm / np.sqrt(n_slices)
assert linearised < spread_sim
n_for_ten = int(np.ceil(spread_one**2 / 0.10**2))

# Correlated slices: pair-sum formula against simulation
index = np.arange(n_slices)
distance = slice_width_nm * np.abs(index[:, None] - index[None, :])
corr = np.exp(-distance / corr_length_nm)
ratio2 = (sd_nm / decay_nm)**2
spread_corr = np.sqrt(np.expm1(corr * ratio2).sum()) / n_slices
totals_corr = simulate(corr)
# heavier tail than for independent slices, hence the wider tolerance
assert abs(totals_corr.std() / totals_corr.mean() / spread_corr - 1) < 0.03
assert spread_corr > spread_total


# Leakage ceiling, curved roll-off and other threshold scatter
def spread_general(log_leak, scatter, log_ceiling):
    """Relative sd of the total of n_slices independent slices.

    log_leak: ln(leakage/nominal) on the grid h of gate-length deviations;
    scatter: sd of an added Gaussian term in ln(leakage);
    log_ceiling: ln of the largest leakage, nominal = 1 (smooth ceiling).
    """
    u = log_leak[:, None] + scatter * h[None, :]
    current = 1 / (np.exp(-u) + np.exp(-log_ceiling))
    m1 = np.sum(weight * current)
    m2 = np.sum(weight * current**2)
    return np.sqrt((m2 / m1**2 - 1) / n_slices)


h = np.linspace(-10, 10, 801)
ph = np.exp(-h**2 / 2)
ph /= ph.sum()
weight = ph[:, None] * ph[None, :]
straight = -sd_nm * h / decay_nm
curved = rolloff_nm / decay_nm * np.expm1(-sd_nm * h / rolloff_nm)

# limits with a closed formula: no ceiling, without and with scatter
for extra in (0.0, 0.5):
    expected = spread_formula(np.sqrt(ratio2 + extra**2), n_slices)
    assert abs(spread_general(straight, extra, 60.0) / expected - 1) < 1e-6

log_ceiling = threshold_mV * np.log(10) / swing_mV
slope_mV_nm = swing_mV / (decay_nm * np.log(10))
area_um2 = slice_width_nm * mean_nm * 1e-6
scatter_mV = scatter_mV_um / np.sqrt(area_um2)
scatter_log = scatter_mV * np.log(10) / swing_mV
spread_ceiling = spread_general(straight, 0.0, log_ceiling)
spread_curved = spread_general(curved, 0.0, log_ceiling)
spread_scatter = spread_general(straight, scatter_log, log_ceiling)
assert spread_ceiling < spread_total
assert spread_curved > spread_ceiling
assert spread_scatter > spread_ceiling

# Warm device: the decay length grows in proportion to temperature
decay_hot = decay_nm * T_hot / T_ref
spread_hot = spread_formula(sd_nm / decay_hot, n_slices)
assert spread_hot < spread_total

print(f"number of slices: {n_slices}")
print(f"slice width: {slice_width_nm:.0f} nm")
print(f"device width: {n_slices * slice_width_nm:.0f} nm")
print(f"mean gate length m: {mean_nm:.0f} nm")
print(f"gate-length standard deviation s: {sd_nm:.1f} nm")
print(f"leakage decay length a: {decay_nm:.1f} nm")
print(f"mean gate length over s: {mean_nm / sd_nm:.0f}")
print(f"mean leakage / leakage at w = m: {mean_rise:.4f}")
print(f"relative variance, one slice: {spread_one**2:.4f}")
print(f"relative sd, one slice: {100 * spread_one:.1f} %")
print(f"relative sd, total, formula: {100 * spread_total:.2f} %")
print(f"relative sd, total, simulated: {100 * spread_sim:.1f} %")
print(f"simulated devices: {n_devices}")
print(f"relative sd, three slices, quadrature: {100 * spread3:.1f} %")
print(f"linearised estimate, total: {100 * linearised:.1f} %")
print(f"mean w weighted by squared leakage: {weighted_nm:.1f} nm")
print(f"5th percentile of total/mean: {p05:.2f}")
print(f"median of total/mean: {p50:.2f}")
print(f"95th percentile of total/mean: {p95:.2f}")
print(f"share of devices below the mean: {100 * below_mean:.0f} %")
print(f"slices needed for 10 % spread: {n_for_ten}")
print("-- neglected effects, same device --")
print(f"edge correlation length: {corr_length_nm:.0f} nm")
print(f"correlation of neighbouring slices: {corr[0, 1]:.3f}")
print(f"relative sd with correlation: {100 * spread_corr:.1f} %")
print(f"threshold voltage: {threshold_mV:.0f} mV")
print(f"subthreshold swing: {swing_mV:.0f} mV/decade")
print(f"implied threshold slope: {slope_mV_nm:.1f} mV/nm")
print(f"leakage ceiling / nominal: {np.exp(log_ceiling):.0f}")
print(f"relative sd with ceiling only: {100 * spread_ceiling:.1f} %")
print(f"roll-off scale length: {rolloff_nm:.0f} nm")
print(f"relative sd, curved roll-off + ceiling: {100 * spread_curved:.0f} %")
print(f"threshold scatter coefficient: {scatter_mV_um:.1f} mV um")
print(f"other threshold scatter per slice: {scatter_mV:.0f} mV")
print(f"same scatter in ln(leakage): {scatter_log:.2f}")
print(f"relative sd, other scatter + ceiling: {100 * spread_scatter:.0f} %")
print(f"reference temperature: {T_ref:.0f} K")
print(f"temperature of use: {T_hot:.0f} K")
print(f"decay length at temperature of use: {decay_hot:.2f} nm")
print(f"relative sd at temperature of use: {100 * spread_hot:.1f} %")
print("all good")
```

Printed output:

```
number of slices: 20
slice width: 20 nm
device width: 400 nm
mean gate length m: 22 nm
gate-length standard deviation s: 2.0 nm
leakage decay length a: 2.0 nm
mean gate length over s: 11
mean leakage / leakage at w = m: 1.6487
relative variance, one slice: 1.7183
relative sd, one slice: 131.1 %
relative sd, total, formula: 29.31 %
relative sd, total, simulated: 29.4 %
simulated devices: 400000
relative sd, three slices, quadrature: 75.7 %
linearised estimate, total: 22.4 %
mean w weighted by squared leakage: 18.0 nm
5th percentile of total/mean: 0.62
median of total/mean: 0.95
95th percentile of total/mean: 1.53
share of devices below the mean: 57 %
slices needed for 10 % spread: 172
-- neglected effects, same device --
edge correlation length: 20 nm
correlation of neighbouring slices: 0.368
relative sd with correlation: 38.4 %
threshold voltage: 300 mV
subthreshold swing: 100 mV/decade
implied threshold slope: 21.7 mV/nm
leakage ceiling / nominal: 1000
relative sd with ceiling only: 29.0 %
roll-off scale length: 8 nm
relative sd, curved roll-off + ceiling: 77 %
threshold scatter coefficient: 1.5 mV um
other threshold scatter per slice: 72 mV
same scatter in ln(leakage): 1.65
relative sd, other scatter + ceiling: 80 %
reference temperature: 300 K
temperature of use: 358 K
decay length at temperature of use: 2.39 nm
relative sd at temperature of use: 22.6 %
all good
```
